\section*{Double counting in GW+EDMFT and in DFT+DMFT, part 3}

GW+EDMFT adds local impurity diagrams to GW and subtracts what both contain. It is now tested on a Hamiltonian and compared with DFT+DMFT. Hartree atomic units are used, the state is paramagnetic, and tr omits spin. For points $i=(r,\tau)$, $G$ is the Green's function, $v$ the bare and $W=v-v\chi v$ the screened interaction, $\chi$ the density response, $\Sigma_H$ the Hartree term and $P$ the polarization. Where $(G_0,v)\to(G,W)$ can be inverted, a functional $\Psi[G,W]$ exists, with
\begin{equation}
d\Psi=2\,\mathrm{tr}(\Sigma^{xc}dG)-\tfrac12\,\mathrm{tr}(P\,dW).
\label{dPsi}
\end{equation}
Its first-order diagram is $\Psi_{GW}=-\sum_{ij}G_{ij}G_{ji}W_{ij}$; the next is
\begin{equation}
\Psi_2=\tfrac12\sum G_{ik}G_{kl}G_{lj}G_{ji}W_{il}W_{kj},\qquad
\Sigma^{(2)}_{ij}=\sum_{kl}G_{ik}G_{kl}G_{lj}W_{il}W_{kj}.
\label{psi2}
\end{equation}

For an orbital $d$, $g=\sum d_iG_{ij}d_j$, $w=\sum d_i^2W_{ij}d_j^2$, $n_d=2g(0^-)$, $gw=g(\tau)w(\tau)$, $gg=g(\tau)g(-\tau)$, and
\begin{equation}
\Psi\big[\,d\,g\,d^{T},W\big]=\Psi_{\rm imp}[g,w].
\label{local}
\end{equation}
The impurity has sources $\mathcal G,\mathcal U$ and $\Sigma^{xc}_{\rm imp}=\Sigma_{\rm imp}-\mathcal Un_d$:
\begin{equation}
\mathcal G^{-1}=g^{-1}+\Sigma_{\rm imp},\qquad \mathcal U^{-1}=w^{-1}+P_{\rm imp}.
\label{weiss}
\end{equation}
The scheme is
\begin{equation}
\Psi_{GW+EDMFT}=\Psi_{GW}[G,W]+\sum_d\Big(\Psi_{\rm imp}[g_d,w_d]-\Psi_{GW}[g_d,w_d]\Big),
\label{func}
\end{equation}
\begin{align}
\Sigma_{ij}&=(\Sigma_H[v])_{ij}-G_{ij}W_{ij}+\sum_d d_id_j\big[\Sigma_{\rm imp}-\mathcal Un_d-(-gw)\big],\label{sig}\\
P_{ij}&=2G_{ij}G_{ji}+\sum_d d_i^2d_j^2\big[P_{\rm imp}-2gg\big].\label{pol}
\end{align}
It is exact if $v$ acts on one correlated site only.

Algebra was checked in a three-site model without time, $G_0^{-1}=-A$. Its worked solution has $g=-0.56632$, $w=0.38051$ on site 1. For one site, $A=a$, $v=u$, $y=u/a^2$, $x_\sigma=\bar c_\sigma c_\sigma$ (squaring to zero), $g=-1/[a(1-y)]$, and
\begin{align}
x\equiv g^2w&=\frac{y(1+3y^2)}{(1-y)^4}=y+4y^2+13y^3+32y^4+\dots,\label{xy}\\
g\Sigma^{xc}&=g(\Sigma-2ug)=\frac{y}{1-y}-\frac{2y}{(1-y)^2}=-\frac{y(1+y)}{(1-y)^2}\nonumber\\
&=-y-3y^2-5y^3-7y^4-\dots\label{gs}
\end{align}

In the final table, "psi" is this scheme; "no_sub_sigma" and "no_sub_P" omit the subtraction of $-gw$ or $2gg$; "block" subtracts $-(GW)_{dd}=-\sum d_iG_{ij}W_{ij}d_j$ instead of $-gw$; "bare_hartree" subtracts $v_{dd}n_d$, with $v_{dd}=\sum d_i^2v_{ij}d_j^2$, instead of $\mathcal Un_d$; PGP means $d\,g\,d^T$.

Q. A model without time may hide a sign. Does the counting hold for a Hamiltonian?

A. Take a two-site model with an interaction on one site,
\begin{equation}
H=\epsilon_dn_d+\epsilon_pn_p-t\sum_\sigma(d^\dagger_\sigma p_\sigma+p^\dagger_\sigma d_\sigma)+Un_{d\uparrow}n_{d\downarrow},
\end{equation}
with $\epsilon_p=0$, at $\beta=100~\mathrm{Ha}^{-1}$ and with $\mu$ set so that the mean particle number is 2. By the result just shown GW+EDMFT is exact here, with $\mathcal U=U$ and $\mathcal G^{-1}=i\omega+\mu-\epsilon_d-t^2/(i\omega+\mu)$. The screened interaction is $w=U\delta(\tau)-U^2\chi(\tau)$. The instantaneous part of $-gw$ is $-Ug(0^-)=-Un_d/2$, which with the Hartree term $Un_d$ leaves $Un_d/2$. The retarded part is $+U^2g(\tau)\chi(\tau)$. To lowest order $\chi=-2g(\tau)g(-\tau)$, so it equals $-2U^2g(\tau)^2g(-\tau)$. In Eq.~(\ref{psi2}), $W=U\delta$ forces $l=i$ and $k=j$, so $\Sigma^{(2)}=+U^2g(\tau)^2g(-\tau)$. The exact dynamic self-energy at order $U^2$ is the sum, $-U^2g(\tau)^2g(-\tau)$, which is half the GW term. Adding impurity and GW without subtraction would count it three times. Exact diagonalization at $\epsilon_d=-0.02$~Ha and $t=0.03$~Ha, extrapolated to $U\to0$, gives the ratio $0.5000$ at $\omega_0=\pi/\beta=0.03142$~Ha, and $P/(2gg)=1.0000$ at $\nu_1=2\pi/\beta=0.06283$~Ha. Both limits are tested.

Now take round model parameters $\epsilon_d=-0.15$, $t=0.03$, $U=0.2$~Ha, for which $n_d=1.12370$ and $\mu=-0.00414$~Ha. At $\omega_0$, in Ha,
\begin{align}
\Sigma^{xc}_{\rm imp}&=(0.14556-0.03918\,i)-0.22474=-0.07918-0.03918\,i,\nonumber\\
-gw&=-0.11237+(0.00199-0.01074\,i)=-0.11038-0.01074\,i,\nonumber\\
\Sigma^{xc}_{\rm imp}+gw&=0.03120-0.02844\,i .\nonumber
\end{align}
At $\nu_1$, $\chi=2.2890~\mathrm{Ha}^{-1}$ and $w=0.2-0.04\times2.2890=0.10844$~Ha. From $P=1/U-1/w=-\chi/(1-U\chi)$ one gets $-2.2890/0.5422=-4.22~\mathrm{Ha}^{-1}$. The bubble is $2gg=-5.04~\mathrm{Ha}^{-1}$, so the impurity adds $+0.82~\mathrm{Ha}^{-1}$. At this coupling and at the frequency $\omega_0$ the imaginary part of the local GW term is only $0.27$ of the exact one, whereas at weak coupling it is twice the exact one. The subtraction is a definite function of frequency, whether or not local GW is a good approximation. The impurity polarization is less well behaved. At $\nu=0$ the same parameters give $1-U\chi=0.23$, $w=0.047$~Ha and $P=-16.4~\mathrm{Ha}^{-1}$, and for $\epsilon_d=-0.20$~Ha one finds $1-U\chi=-0.61$, so the static $w$ is negative. Between these two levels $w(0)$ passes through zero and $P_{\rm imp}=-\chi/(1-U\chi)$ has a pole. The subtractions $-gw$ and $2gg$ stay finite there, but $w^{-1}$ and $P_{\rm imp}$ in Eq.~(\ref{weiss}) do not.

Q. Why can the same argument not be run for DFT+DMFT? There too one adds two approximations and removes their overlap.

A. The interaction part of that functional is
\begin{equation}
E_H[n]+E_{xc}[n]+\Phi_{\rm imp}[g;U]-E_{DC}[n_d],
\end{equation}
where $\Phi_{\rm imp}$ is the sum of local skeleton diagrams in $g$ and a given interaction $U$. The inclusion--exclusion step needed two subsets of one list of terms. $E_{xc}[n]$ depends on the density alone, includes a kinetic contribution, and has no $G$ lines to which orbital labels could be attached. The interaction $U$ is supplied from outside and is not a variable of the functional. So $E_{DC}$ has to be modelled. For one orbital with two spins the fully localized limit takes the parabola through the atomic energies $0,0,U$ at $n_d=0,1,2$, and around mean field takes the mean-field energy $U\langle n_\uparrow\rangle\langle n_\downarrow\rangle$:
\begin{align}
E_{FLL}&=\tfrac12Un_d(n_d-1), & V_{FLL}&=U(n_d-\tfrac12),\\
E_{AMF}&=\tfrac14Un_d^2, & V_{AMF}&=\tfrac12Un_d .
\end{align}
The two potentials differ by $U(n_d-1)/2$ and agree only at half filling.

Q. That two guesses differ does not show that no correct formula $V_{DC}(n_d,U)$ exists.

A. The dimer shows it, under the most favourable conditions: $U$ is known exactly, DMFT on $d$ is exact, and the exact finite-temperature Kohn--Sham potential is available. The Kohn--Sham system is the non-interacting dimer with the same $t$ and $\beta$ and with levels $\epsilon_d+v_d$, $\epsilon_p+v_p$ that reproduce $n_d$ and $n_p$. At fixed total $N$ a common shift is absorbed in $\mu$, so only $\epsilon_{KS}=\epsilon_d+v_d-v_p$ matters, with the $p$ level at zero. DFT+DMFT adds $\Sigma_{\rm imp}-V_{DC}$ on $d$. Since the impurity solution is exact, this amounts to solving $H$ with the level $\epsilon_{KS}-V_{DC}$. The true $n_d$ is recovered for
\begin{equation}
V^*=\epsilon_{KS}-\epsilon_d=v_d-v_p .
\end{equation}
No other value works, because $n_d$ decreases strictly with the level at fixed $N$. To see this, let $\chi_{AB}$ be the static susceptibilities of $n_d$ and $N$. The operators $n_d$ and $N$ couple to $\epsilon_d$ and $-\mu$, so these susceptibilities form minus the Hessian of the grand potential in the variables $\epsilon_d$ and $-\mu$. The grand potential is concave in these variables, so the matrix is positive semidefinite, and definite here because no combination of $n_d$ and $N$ is a constant. Then $dn_d=-\chi_{dd}\,d\epsilon_d+\chi_{dN}\,d\mu$ and $dN=-\chi_{dN}\,d\epsilon_d+\chi_{NN}\,d\mu=0$ give
\begin{equation}
\frac{dn_d}{d\epsilon_d}\Big|_N=-\Big(\chi_{dd}-\frac{\chi_{dN}^2}{\chi_{NN}}\Big)<0 .
\end{equation}
The program tests the decrease on a scan of levels.

For $t=0.03$~Ha the Kohn--Sham level is $-0.00825$~Ha, so $V^*=-0.00825+0.15=0.14175$~Ha $=3.857$~eV. For $t=0.10$~Ha the level $\epsilon_d=-0.14183$~Ha gives the same $n_d=1.12370$, the Kohn--Sham level is $-0.02493$~Ha, and $V^*=-0.02493+0.14183=0.11690$~Ha $=3.181$~eV. The two systems share $n_d$, $U$, $N$ and $\beta$ and need shifts that differ by $0.02485$~Ha $=0.676$~eV. No function of $n_d$ and $U$ serves both.

The standard forms give $V_{FLL}=0.2\times0.62370=0.12474$~Ha $=3.394$~eV and $V_{AMF}=0.1\times1.12370=0.11237$~Ha $=3.058$~eV, evaluated at the exact $n_d$ with the Kohn--Sham potential held fixed. For $t=0.03$~Ha they fall short of $V^*$ by $0.0170$ and $0.0294$~Ha. The $d$ level then lies too high, and the occupation drops to $1.07227$ and $1.04254$, errors of $4.6\%$ and $7.2\%$ relative to $n_d$. Measured from half filling, the excess charge $0.124$ becomes $0.072$ and $0.043$. One limit is understood analytically. To first order in $U$ the self-energy is the constant $Un_d/2$ on $d$, which is then the Kohn--Sham potential, so $V^*\to V_{AMF}$ for $U\to0$ in this model. The value at the larger hopping lies nearer to $V_{AMF}$, in line with that limit. Updating the Kohn--Sham potential with the DMFT density would change the wrong occupations, but the exact density can be a fixed point only if $V_{DC}=V^*$ there.

Q. You changed $t$. In a lattice model that changes the density functional itself. Is the comparison fair?

A. It is fair to the claim made, which concerns formulas in $n_d$ and $U$. The part of the Kohn--Sham potential that stands for $U$ depends on how the orbital hybridizes, and a correct subtraction must know this. In a solid the kinetic operator is fixed, and the hybridization is set by the surroundings, which the full density encodes and $n_d$ does not. A subtraction that depends on more than $n_d$ is not excluded by the example. The construction known as exact double counting goes in this direction. It regards LDA and DMFT as two approximations to one Luttinger--Ward functional and evaluates the LDA expression for the local density $n_dd_r^2$ with a screened interaction $U(r-r')$. This is a definite prescription once that real-space interaction is given, and the functional does not determine it. In GW+EDMFT the functional $\Psi_{\rm imp}$ does not know $t$ at all. The surroundings enter through the arguments $g$ and $w$, and $\mathcal U$ is an output of Eq.~(\ref{weiss}).

Q. Then is ``unambiguous'' true without reservation?

A. No. It holds under three conditions. The first is a fixed choice of orbitals. Equation (\ref{func}) is a different approximation for each $d$. In the three-site model $N$ is $-3.428$ with site orbitals and $-3.373$ with the single extended orbital. Each choice counts every term at most once, but they keep different terms.

The second is a fixed form of the interaction. For the Coulomb interaction in the full one-particle space $v$ is given; a calculation restricted to a window of bands replaces it by a partially screened interaction, and the window is then a further input. For a Hubbard term, with $n=x_\uparrow+x_\downarrow$ and $m=x_\uparrow-x_\downarrow$, one has $n^2=2x_\uparrow x_\downarrow$ and $m^2=-2x_\uparrow x_\downarrow$, so $Ux_\uparrow x_\downarrow=\tfrac12Un^2=-\tfrac12Um^2$. The charge and spin forms define different screened interactions and different first-order functionals, and so different schemes. Everything above used the charge form.

The third is the branch. The inversion of $(\mathcal G,\mathcal U)\to(g,w)$ assumed after Eq.~(\ref{dPsi}) is local. In Eq.~(\ref{xy}), $x(y)$ is negative for $y<0$ and tends to zero both for $y\to0^-$ and for $y\to-\infty$, so each small negative $x$ is reached at least twice. Each positive $x$ is reached twice as well, once for $0<y<1$ and once for $y>1$ (where $Z=a^2(1-y)$ is negative, so that $\Omega$ is not real), and this includes the values of the worked solution above, which lies on the first of these branches. The values $y=-0.1$ and $y=-38.495$ both give $g=-1$ and $w=-0.07035$, as the program tests, with $\Sigma^{xc}=-0.07438$ and $0.92532$. The first follows from Eq.~(\ref{gs}) as $0.1\times0.9/1.21=0.07438$ divided by $g=-1$, and lies close to $-gw=-0.07035$. The second has the opposite sign and is not given by the diagram series. Equation (\ref{local}) and the counting of terms refer to the branch connected to weak coupling. If a self-consistent loop settles on another branch, Eqs.~(\ref{sig}) and (\ref{pol}) can still be evaluated, but the statement that $-gw$ and $2gg$ are the first-order terms contained in the impurity quantities no longer has the series behind it.

\section*{Table of computed values}
\begin{verbatim}
Part A (dimensionless). G = [[-0.8, -0.3, -0.2], [-0.3, -0.7, -0.25], [-0.2, -0.25, -0.9]]
W = [[0.3, 0.12, 0.08], [0.12, 0.25, 0.1], [0.08, 0.1, 0.35]]
probe direction X = [[0.5, -0.3, 0.7], [-0.3, 0.2, 0.4], [0.7, 0.4, -0.6]]  orbital d = (3,2,1)/sqrt(14)
dPsi along X in G: FD -0.0167676, 2 Tr(Sxc X) -0.0167676
dPsi along X in W: FD 0.0092858, -Tr(P X)/2 0.0092858
Psi exact -0.566917, GW -0.638500, Psi_2 0.086805
Psi GW+EDMFT -0.581692, subtracted local GW -0.598000
one site: order of Psi_imp + x - x^2/2: 3.947, x^4 coefficient -4.24
cubic coefficient of exact Psi 0.00064, Psi_3 from diagrams 0.00067
order in W of Psi - Psi_GW - Psi_2 - Psi_3: 3.968
order in nonlocal G,W of Psi error: 3.006
orbital d: g -1.19286, w 0.20168, Psi_imp -0.252893
Psi[G->PGP,W]-Psi_imp: order 1.045, extrapolated 5.3e-05
two branches y=-0.1, -38.495: g -1.0000, w -0.07035, Sxc -0.07438, 0.92532
A = [[2.2, -0.4, -0.2], [-0.4, 2.4, -0.3], [-0.2, -0.3, 2.0]]
v = [[0.3, 0.1, 0.06], [0.1, 0.25, 0.08], [0.06, 0.08, 0.35]]
exact: G11 -0.56829 G12 -0.11827 W11 0.37913 W12 0.14885 Omega -4.09677
GW: G11 -0.55474 G12 -0.11222 W11 0.38803 W12 0.15495 Omega -4.12430
GW+EDMFT: G11 -0.56632 G12 -0.11621 W11 0.38051 W12 0.15061 Omega -4.09917
site 1: a 1.92793, calU 0.31257, Sigma_imp -0.16213, calU n -0.35403
site 1: Sxc_imp 0.19190, -gw 0.21549, P_imp 0.57121, 2gg 0.64143
sites: -dOmega/dmu -3.4281328, N -3.4281328
orbital d: -dOmega/dmu -3.3728825, N -3.3728825
response asymmetry, sites, psi: 9.5e-11
response asymmetry, orbital d, psi: 2.8e-10
response asymmetry, sites, bare_hartree: 6.8e-04
response asymmetry, orbital d, block: 7.4e-03
order in v of error of G, sites, psi: 2.046
order in v of error of W, sites, psi: 3.047
order in v of error of G, sites, no_sub_sigma: 1.019
order in v of error of W, sites, no_sub_P: 2.028
order in v of error of G, orbital d, psi: 2.045
order in v of error of W, orbital d, psi: 3.032
order in v of error of G, orbital d, block: 1.013
orbital d: (GW)_dd -0.22741 versus g w -0.18364
v=diag(0.8,0,0): |G-Gexact| GW+EDMFT 2e-16, GW 0.0791
Part B. beta 100.0 1/Ha, w0 0.03142 Ha, nu1 0.06283 Ha, eps_p 0 Ha, N 2
U->0 (eps_d -0.02, t 0.03 Ha): dyn Sigma/dyn GW 0.5000, P/2gg 1.0000
eps_d -0.15 Ha, t 0.03 Ha, U 0.2 Ha: n_d 1.12370, mu -0.00414 Ha
Sigma_imp(iw0) 0.14556-0.03918j Ha, Hartree U n_d 0.22474 Ha, Sxc -0.07918-0.03918j Ha
local GW: Fock -0.11237 Ha, dynamic(iw0) 0.00199-0.01074j Ha, sum -0.11038-0.01074j Ha
inu1: chi 2.2890 1/Ha, w 0.10844 Ha, P_imp -4.2215 1/Ha, 2gg -5.0429 1/Ha
t 0.03 Ha: KS level -0.00825 Ha, V* 0.14175 Ha = 3.857 eV
t 0.1 Ha: eps_d -0.14183 Ha, KS level -0.02493 Ha, V* 0.11690 Ha = 3.181 eV
V*(t1)-V*(t2) 0.02485 Ha = 0.676 eV at equal n_d, U
V_FLL 0.12474 Ha = 3.394 eV, DFT+DMFT n_d 1.07227 (t 0.03 Ha)
V_AMF 0.11237 Ha = 3.058 eV, DFT+DMFT n_d 1.04254 (t 0.03 Ha)
\end{verbatim}
